# The Vignale–Kohn Vector Potential as a Viscoelastic Stress

An electron liquid driven at frequency $\omega$ exerts on itself, beyond the Hartree force, a many-body force which a Kohn–Sham calculation must supply through exchange-correlation (xc) potentials. This problem finds that force, to leading order in gradients, from momentum conservation and the response of the uniform gas.

**Setting.** Hartree atomic units are used, with time factor $e^{-i\omega t}$. The Kohn–Sham Hamiltonian is $\frac12(\mathbf p+\mathbf a)^2+v$, and $\mathbf b=\nabla\times\mathbf a$. The ground state is unpolarised, non-degenerate and current-free, with density $n_0(\mathbf r)$ and no magnetic field. The driven system has density $n_0+n_1$ and current $\mathbf j=n_0\mathbf u$ to first order. Continuity, $-i\omega n_1+\nabla\cdot(n_0\mathbf u)=0$, gives
$$n_1=\frac{\nabla\cdot(n_0\mathbf u)}{i\omega}.$$
All of the linear xc response is put into a vector potential $\mathbf a_{xc}$; the scalar xc potential keeps its static value $v_{xc0}$. Repeated indices are summed.

## (a) Momentum balance

**Show that for one electron in fields $\mathbf a(\mathbf r,t)$, $v(\mathbf r,t)$ the kinetic force density is minus the divergence of a symmetric tensor.**

**Solution.** Let $\pi_i=-i\partial_i+a_i$, $H=\frac12\pi^2+v$ and $j_i=\mathrm{Re}\,\phi^*\pi_i\phi$, with $n=|\phi|^2$. From $\dot\phi=-iH\phi$,
$$\partial_tj_i=n\,\partial_ta_i+\mathrm{Re}\,i\left[(H\phi)^*\pi_i\phi-\phi^*\pi_iH\phi\right].$$
Write $\pi_iH=H\pi_i+[\pi_i,H]$. The commutators needed are
$$[\pi_i,v]=-i\partial_iv,\qquad[\pi_i,\pi_j]=-i\epsilon_{ijk}b_k .$$
They contribute $-n\partial_iv-\epsilon_{ijk}j_jb_k$, that is, $-n\partial_iv-(\mathbf j\times\mathbf b)_i$. In the rest, $v$ cancels. For any $f,g$ the product rule reads
$$\partial_j(f^*g)=i\left[f^*\pi_jg-(\pi_jf)^*g\right].$$
With $\chi=\pi_i\phi$, applying it to $\phi^*\pi_j\chi$ and to $(\pi_j\phi)^*\chi$ and adding gives
$$\tfrac i2\left[(\pi^2\phi)^*\chi-\phi^*\pi^2\chi\right]=-\tfrac12\partial_j\left[\phi^*\pi_j\chi+(\pi_j\phi)^*\chi\right].$$
The product rule also gives $\phi^*\pi_j\chi=(\pi_j\phi)^*\chi-i\partial_j(\phi^*\chi)$. The real part of the last term is $\partial_j\mathrm{Im}(\phi^*\pi_i\phi)=-\frac12\partial_i\partial_jn$. Hence
$$\partial_tj_i=n(\partial_ta_i-\partial_iv)-(\mathbf j\times\mathbf b)_i-\partial_jT_{ij},$$
$$T_{ij}=\mathrm{Re}\left[(\pi_i\phi)^*\pi_j\phi\right]-\tfrac14\partial_i\partial_jn=T_{ji}.$$
For many electrons one sums over particles and integrates over the coordinates of the others. The parts of $H$ acting on those coordinates are Hermitian and drop out. The Coulomb repulsion adds a pair force.

## (b) The xc force as a stress

**Write the Coulomb force density as a divergence, and deduce the net xc force and torque.**

**Solution.** Let $\Gamma(\mathbf r,\mathbf r')=\Gamma(\mathbf r',\mathbf r)$ be the pair density, normalised to $N(N-1)$. With $\mathbf s=\mathbf r-\mathbf r'$, the force density is
$$F_i(\mathbf r)=\int d^3s\,\frac{s_i}{s^3}\,\Gamma(\mathbf r,\mathbf r-\mathbf s).$$
Average this with the form obtained by $\mathbf s\to-\mathbf s$, and use the symmetry of $\Gamma$:
$$F_i=\frac12\int d^3s\,\frac{s_i}{s^3}\left[\Gamma(\mathbf r,\mathbf r-\mathbf s)-\Gamma(\mathbf r+\mathbf s,\mathbf r)\right].$$
The bracket is the difference between the ends $\lambda=0$ and $\lambda=1$ of $\Gamma(\mathbf r+\lambda\mathbf s,\mathbf r-(1-\lambda)\mathbf s)$. Its derivative with respect to $\lambda$ is $s_j\partial_j$ acting on it, so
$$F_i=-\partial_jW_{ij},\qquad W_{ij}=\frac12\int d^3s\,\frac{s_is_j}{s^3}\int_0^1d\lambda\,\Gamma(\mathbf r+\lambda\mathbf s,\mathbf r-(1-\lambda)\mathbf s).$$
$W_{ij}$ is symmetric because the force acts along the line joining the particles. The Hartree force has the same form with $\Gamma\to n(\mathbf r)n(\mathbf r')$.

The interacting and Kohn–Sham systems share $n$ and $\mathbf j$. Subtracting their balances therefore leaves
$$n(\partial_ta_{xc,i}-\partial_iv_{xc})-(\mathbf j\times\mathbf b_{xc})_i=-\partial_jP_{ij},$$
$$P_{ij}=T_{ij}-T^{KS}_{ij}+W_{ij}[\Gamma-nn'].$$
For a bounded system with vanishing surface terms, the integral of the right side is zero: there is no net xc force. The torque is
$$-\int d^3r\,\epsilon_{ijk}r_j\partial_lP_{kl}=\int d^3r\,\epsilon_{ijk}P_{kj}=0,$$
because $P$ is symmetric.

To first order the magnetic term vanishes, since both $\mathbf j$ and $\mathbf b_{xc}$ are zero in the ground state. With $\partial_t\to-i\omega$,
$$-i\omega n_0a_{xc,i}-n_1\partial_iv_{xc0}=-\partial_j\delta P_{ij}.\tag{1}$$
The second term matters: the displaced charge $n_1$ also feels the static xc field.

## (c) The gradient expansion

**Find the most general $\delta P_{ij}$ to first order in gradients, given a local response, and obtain the form of $\mathbf a_{xc}$.**

**Solution.** Locality is an assumption. It requires the wavevectors $k$ of both $n_0$ and $\mathbf u$ to satisfy $k\ll k_F$ and $k\ll\omega/v_F$. The second condition says that an electron travels much less than a wavelength in the time $1/\omega$.

Introduce the displacement $\boldsymbol\xi$ by $\mathbf u=-i\omega\boldsymbol\xi$, so that $n_1=-\nabla\cdot(n_0\boldsymbol\xi)$. First take $\boldsymbol\xi$ uniform in space. If the confining potential moves with the electrons and a uniform force supplies their acceleration, the ground-state wave function, shifted and boosted, solves the Schrödinger equation. The pair density shifts rigidly. The kinetic stress shifts too, apart from a term $nu_iu_j$ that is of second order and common to both systems. Thus $\delta P_{ij}=-\boldsymbol\xi\cdot\nabla P^0_{ij}$.

Let $\varepsilon(n)$ be the xc energy per volume of the uniform gas, with primes for derivatives at $n_0$. At leading order $v_{xc0}=\varepsilon'$ and $P^0_{ij}=\delta_{ij}p$, where $p=n_0\varepsilon'-\varepsilon$ and $p'=n_0\varepsilon''$.

For non-uniform $\boldsymbol\xi$, new terms linear in $\partial_k\xi_l$ appear. Their coefficients are those of a uniform gas at the local density, since a dependence on $\nabla n_0$ would cost another gradient. An isotropic tensor that is symmetric in $ij$ can combine with $\partial_k\xi_l$ in two ways: through the divergence and through the symmetric strain. Therefore
$$\delta P_{ij}=\delta_{ij}n_0\varepsilon''n_1-\sigma_{ij},$$
$$\sigma_{ij}=\eta\left(\partial_ju_i+\partial_iu_j-\tfrac23\delta_{ij}\nabla\cdot\mathbf u\right)+\zeta\,\delta_{ij}\nabla\cdot\mathbf u .$$
The first term contains the rigid part, $-\delta_{ij}p'\boldsymbol\xi\cdot\nabla n_0$, and a piece proportional to $\nabla\cdot\boldsymbol\xi$, which merely fixes what is called $\zeta$.

The velocity $\mathbf u=\mathbf j/n_0$, not the current, must be differentiated. In a rigid translation $\partial_ju_i=0$, whereas $\partial_jj_i=u_i\partial_jn_0$ would create a spurious stress.

Insert $\delta P_{ij}$ in (1). Since $\partial_iv_{xc0}=\varepsilon''\partial_in_0$,
$$-i\omega n_0a_{xc,i}=n_1\varepsilon''\partial_in_0-\partial_i(n_0\varepsilon''n_1)+\partial_j\sigma_{ij}.$$
The first term cancels the part of the second in which $n_0$ is differentiated. Division by $n_0$ gives
$$-i\omega a_{xc,i}=-\partial_i(\varepsilon''n_1)+\frac1{n_0}\partial_j\sigma_{ij}.\tag{2}$$
The first term is the adiabatic local-density force; the second is the Vignale–Kohn correction.

## (d) The two viscosities

**Determine $\eta$ and $\zeta$ from the kernels of the uniform gas, defined for wavevector $\mathbf k$ by**
$$\mathbf a_{xc}=\frac{k^2}{\omega^2}\left[f_{xc}^L\,\mathbf j_L+f_{xc}^T\,\mathbf j_T\right],$$
**where $\mathbf j_L$ and $\mathbf j_T$ are the parts of $\mathbf j$ along and across $\mathbf k$, and the kernels are taken at $k\to0$ with $\omega$ fixed.**

**Solution.** The longitudinal part is equivalent to a scalar potential $f_{xc}^Ln_1$: with $n_1=kj_L/\omega$, the force $-ikf_{xc}^Ln_1$ equals $-i\omega a_L$.

For constant $n_0$ the divergence of the stress is
$$\partial_j\sigma_{ij}=\eta\nabla^2u_i+\left(\zeta+\tfrac13\eta\right)\partial_i\nabla\cdot\mathbf u .$$
A transverse wave has $\nabla\cdot\mathbf u=0$, and (2) becomes
$$-\frac{ik^2}{\omega}f_{xc}^Tn_0\mathbf u=-\frac{\eta k^2}{n_0}\mathbf u .$$
For a longitudinal wave both terms on the right of (2) act, with $n_1=n_0ku/\omega$:
$$-\frac{ik^2}{\omega}f_{xc}^Ln_0u=-\frac{ik^2}{\omega}\varepsilon''n_0u-\frac{k^2}{n_0}\left(\zeta+\tfrac43\eta\right)u .$$
Solving, and using $i/\omega=-1/(i\omega)$,
$$\eta=-\frac{n_0^2}{i\omega}f_{xc}^T,\qquad \zeta=-\frac{n_0^2}{i\omega}\left(f_{xc}^L-\tfrac43f_{xc}^T-\varepsilon''\right).\tag{3}$$
In a non-uniform system they are evaluated at the local density $n_0(\mathbf r)$.

The real parts describe friction and the imaginary parts elasticity. In terms of displacement, the shear stress is $-i\omega\eta=n_0^2f_{xc}^T$ times the strain, so $n_0^2f_{xc}^T$ is a complex shear modulus.

## (e) Force and torque in the approximation

**Verify both conservation laws for (2). What goes wrong with an antisymmetric stress, or with a scalar kernel $f_{xc}^L(n_0,\omega)$?**

**Solution.** The total first-order xc force density is, by construction of (2),
$$-i\omega n_0a_{xc,i}-n_1\partial_iv_{xc0}=\partial_j\left(\sigma_{ij}-\delta_{ij}n_0\varepsilon''n_1\right).$$
Its integral vanishes for a localised density. The tensor in brackets is symmetric, so the torque vanishes by the integration in (b). Neither result depends on the values of $\eta$ and $\zeta$.

Now add $\chi(\partial_ju_i-\partial_iu_j)$ to the stress, while replacing $\eta$ by $\eta-\chi$ and $\zeta$ by $\zeta+\frac43\chi$. At constant density the coefficient of $\nabla^2u_i$ is $(\eta-\chi)+\chi=\eta$, and that of $\partial_i\nabla\cdot\mathbf u$ is
$$\zeta+\tfrac43\chi+\tfrac13(\eta-\chi)-\chi=\zeta+\tfrac13\eta .$$
The uniform gas cannot detect $\chi$. In a non-uniform system the net force is still zero, but the torque is
$$-\int d^3r\,\epsilon_{ijk}\sigma_{kj}=-2\int d^3r\,\chi(n_0)(\nabla\times\mathbf u)_i,$$
which is in general non-zero. The torque condition thus removes a freedom that matching alone would leave.

For the scalar kernel, replace the right side of (2) by $-\partial_i(f_{xc}^Ln_1)$. The adiabatic part again gives no net force. The remainder, integrated by parts, gives
$$-\int d^3r\,n_0\nabla\left[(f_{xc}^L-\varepsilon'')n_1\right]=\int d^3r\,(f_{xc}^L-\varepsilon'')\,n_1\nabla n_0 .$$
For a rigid displacement, $n_1=-\boldsymbol\xi\cdot\nabla n_0$. The component along $\boldsymbol\xi$ is then proportional to $\int(f_{xc}^L-\varepsilon'')(\boldsymbol\xi\cdot\nabla n_0)^2$. It is non-zero if, for example, the real part of $f_{xc}^L-\varepsilon''$ has one sign throughout. The system would push itself.

## (f) Why the dynamic kernel differs from the static one

**Use a free Fermi gas to show that the limits $k\to0$ and $\omega\to0$ need not commute.**

**Solution.** The gas has isotropic stress $n\langle p_x^2\rangle=nv_F^2/5$. For $\omega\ll kv_F$, electrons pass between crests many times per period and the momentum distribution stays a local Fermi sphere. Slowness alone is not enough: without collisions, a gas squeezed uniformly along one axis ($k\to0$ first) keeps $p_x$ inversely proportional to the length, however slow the motion. For a local Fermi sphere the pressure varies as $n^{5/3}$, so the longitudinal stiffness is $\frac53\cdot\frac15nv_F^2=\frac13nv_F^2$.

For $\omega\gg kv_F$, electrons do not have time to travel between crests. If the driving force does not depend on velocity, a momentum relative to the flow changes at the rate $-p_j\partial_ju_i$, hence by $-p_j\partial_j\xi_i$. Under a small longitudinal strain $e=\partial_x\xi_x$, $p_x$ is multiplied by $1-e$ and the density by $1-e$. The stress $n\langle p_x^2\rangle$ is multiplied by $1-3e$, so the stiffness is $\frac35nv_F^2$.

Under a shear $\gamma=\partial_y\xi_x$, $p_x$ changes by $-\gamma p_y$. This gives $n\langle p_xp_y\rangle=-\gamma nv_F^2/5$, a shear stiffness of $\frac15nv_F^2$. If the shear is driven by a vector potential, as in the Hamiltonian above, the magnetic force makes $p_y$ change by $-\gamma p_x$ while $p_x$ stays fixed; the stress is the same. Indeed
$$\tfrac13+\tfrac43\cdot\tfrac15=\tfrac35 .$$
The distorted Fermi sphere resists shear, which an equilibrium gas does not. This free-particle stress is already in the Kohn–Sham response. It serves here as an analogue: the xc stress may likewise have a shear part, and $f_{xc}^L$ taken at $k\to0$ first need not approach $\varepsilon''$ as $\omega\to0$.

## (g) Absorption, and a model droplet

**Find the mean power lost to the xc force. Then evaluate $\mathbf a_{xc}$ and the damping for 20 electrons with $n_0\propto e^{-r^2/b^2}$, $b=10$ bohr, in the flows $\mathbf u=s(x,-y,0)$ and $\mathbf u=s(x,y,z)$.** Take Dirac exchange for $\varepsilon$ and the model kernels
$$f_{xc}^T=c_Tn_0^{-2/3}R,\quad f_{xc}^L=\varepsilon''+c_Ln_0^{-2/3}R,\quad R=\frac{-i\omega\tau}{1-i\omega\tau},$$
with $\omega=0.5$ hartree and, in atomic units, $\tau=4$, $c_T=0.05$, $c_L=0.10$, $s=0.01$.

**Solution.** The static potential does no net work over a cycle. The power lost is therefore $-\frac12\mathrm{Re}\int n_0\mathbf u^*\cdot(-i\omega\mathbf a_{xc})$. The adiabatic term contributes
$$\tfrac12\mathrm{Re}\int n_0\mathbf u^*\cdot\nabla(\varepsilon''n_1)=\tfrac12\mathrm{Re}\,i\omega\int\varepsilon''|n_1|^2=0,$$
where continuity was used after integration by parts. In the viscous term let $S_{ij}$ be the symmetric traceless part of $\partial_ju_i$, so that $\sigma_{ij}=2\eta S_{ij}+\zeta\delta_{ij}\nabla\cdot\mathbf u$. Integration by parts gives
$$\mathcal P=\tfrac12\int d^3r\left[2\,\mathrm{Re}\,\eta\,S_{ij}^*S_{ij}+\mathrm{Re}\,\zeta\,|\nabla\cdot\mathbf u|^2\right].$$
This is non-negative if both real parts are.

**Viscosities.** Equation (3) yields
$$\eta=\frac{c_T\tau n_0^{4/3}}{1-i\omega\tau},\qquad\zeta=\left(\frac{c_L}{c_T}-\frac43\right)\eta=\frac23\eta .$$
For $\omega\tau\ll1$ the shear response is viscous, $\eta\to c_T\tau n_0^{4/3}$. For $\omega\tau\gg1$ it is elastic, with modulus $c_Tn_0^{4/3}$. The constants are illustrative and do not follow from Dirac exchange: an exchange hole carried along by the strain, inserted in $W_{ij}$ of (b), gives $c_T=0.098$ and $c_L=0.131=\frac43c_T$, hence $\zeta=0$. The bulk viscosity here, and the damping of the compression flow, are thus put in by hand. The model also has $f_{xc}^L\to\varepsilon''$ as $\omega\to0$, so it does not show the non-commuting limits of (f). Here $\omega\tau=2$, so $R=0.8-0.4i$ and $\eta=0.04(1+2i)n_0^{4/3}$.

**Vector potential.** Consider the first flow at $(b,0,0)$, where $n_0=1.321\times10^{-3}$ bohr$^{-3}$ and $\eta=(5.80+11.60i)\times10^{-6}$ a.u. The induced density is
$$n_1=\frac{u_x\partial_xn_0}{i\omega}=\frac{2isn_0}{\omega}=5.29\times10^{-5}i\ \text{bohr}^{-3}.$$
Dirac exchange has $\varepsilon''=-\frac13(3/\pi)^{1/3}n_0^{-2/3}=-27.26$ hartree bohr$^3$. Along the $x$ axis $\varepsilon''n_1\propto x^2e^{-x^2/(3b^2)}$, whose logarithmic derivative at $x=b$ is $2/b-2/(3b)=4/(3b)$. The adiabatic part is thus
$$a_x^{ad}=\frac{4\varepsilon''n_1}{3b\,i\omega}=-3.84\times10^{-4}\ \text{a.u.}$$
For the viscous part $\sigma_{xx}=2\eta s$, and $\eta\propto n_0^{4/3}$ gives $\partial_x\eta=-8\eta/(3b)$ at this point. Hence
$$a_x^{vis}=\frac1{-i\omega}\left(-\frac{16s}{3b}\frac{\eta}{n_0}\right)=(0.94-0.47i)\times10^{-4}\ \text{a.u.}$$
The total is $(-2.91-0.47i)\times10^{-4}$ a.u. At this point the elastic part opposes the adiabatic one and reduces it by about 24%; the imaginary part carries the dissipation.

**Damping.** The Gaussian integral is
$$\int n_0^{4/3}d^3r=\frac{N^{4/3}(3/4)^{3/2}}{\sqrt\pi\,b}=1.989\ \text{bohr}^{-1},$$
so $\int\mathrm{Re}\,\eta=0.04\times1.989=0.0796$ a.u. and $\int\mathrm{Re}\,\zeta=0.0531$ a.u.

The first flow is pure shear, with $S_{ij}S_{ij}=2s^2$. The second is pure compression, with $\nabla\cdot\mathbf u=3s$. Therefore
$$\mathcal P_1=2s^2\int\mathrm{Re}\,\eta=1.59\times10^{-5},\qquad \mathcal P_2=\tfrac92s^2\int\mathrm{Re}\,\zeta=2.39\times10^{-5}\ \text{a.u.}$$
Each coordinate has mean square $b^2/2$. The peak kinetic energies are $E_1=\frac12Ns^2b^2=0.10$ hartree and $E_2=\frac34Ns^2b^2=0.15$ hartree. A friction force $-\gamma\mathbf u$ on each electron would absorb the mean power $\gamma E$, so $\mathcal P/E$ is an effective friction rate at the driving frequency. Both flows give $1.59\times10^{-4}$ hartree, or 4.33 meV. This would be the energy decay rate of a weakly damped mode at $\omega$. Here $\omega$ lies well above the plasma frequency at the centre, $\sqrt{4\pi n_0}=0.21$ hartree, so the flows are driven and the rate is not the linewidth of a free mode of the droplet. The equality comes from the parameters:
$$\frac{\mathcal P_2/E_2}{\mathcal P_1/E_1}=\frac32\left(\frac{c_L}{c_T}-\frac43\right)=1\quad\text{for }c_L=2c_T .$$

**Validity.** At the centre $k_F=0.474$ bohr$^{-1}$, so $1/(bk_F)=0.21$ and $v_F/(b\omega)=0.09$. At $(b,0,0)$, however, $|\nabla n_0|/n_0=2/b$ and $k_F$ has fallen by $e^{-1/3}$, so their ratio is 0.59. The potential found there illustrates the functional; it is not a controlled estimate. Farther out the ratio grows without limit and the expansion fails. The same caution applies to the damping, since about 45% of $\int n_0^{4/3}d^3r$ comes from $r>b$. The flows were also prescribed, not obtained from a response calculation, so the rates illustrate the model and are not predictions.
